Source Depletion Width at a Channel with a Finite Natural Length

**Definitions and conventions**

A uniformly doped p⁺ source occupies x < 0, and an undoped channel of the same semiconductor occupies x > 0. A gate controls the channel but not the source. The symbols are:

q: the positive elementary charge
N: the ionized acceptor density in the source
ε: the absolute permittivity of the semiconductor
ψ(x): the electrostatic potential, zero in the neutral source
V > 0: the potential of the channel plateau, far from the source
λ: the natural length, over which the channel potential relaxes
w: the width of the depleted part of the source
ψ₀ = ψ(0): the potential at the junction

Here V is a difference of internal potentials, not the applied gate voltage. A prime denotes d/dx. The electric field is −ψ′, and "field" below means its magnitude.

The arrangement is that of an n-channel tunnel transistor. The potential rises into the channel, repels holes from the source edge and exposes negative acceptors. For an n⁺ source facing a channel barrier, the fixed charge and the potential both change sign. The equations for the magnitudes, and hence w, are unchanged.

The basic model assumes an abrupt junction without interface sheet charge, a one-dimensional source field, a sharp depletion edge, and a channel much longer than λ with negligible mobile charge.

**The origin of the exponential channel potential**

Consider a symmetric double-gate channel with body thickness t_s and oxide thickness t_o on each side. Let y be measured from the midplane, and let ε_o be the oxide permittivity. Both gates impose the potential V at the outer oxide surfaces. Without mobile charge, the deviation from V obeys Laplace's equation in the body and the oxide. Try

ψ(x,y) − V = −A exp(−x/λ) f(y).  (1)

Two x-derivatives multiply the exponential by 1/λ². Laplace's equation therefore requires

d²f/dy² = −f/λ².  (2)

The solution symmetric about the midplane is f = cos(y/λ) in the body. In the upper oxide, the solution that vanishes at the gate is f = B sin[(t_s/2 + t_o − y)/λ]. Define a = t_s/(2λ) and b = t_o/λ. At the body surface, continuity of potential and of normal displacement give

cos a = B sin b,
ε sin a = ε_o B cos b.  (3)

The common factor −1/λ from differentiation has been cancelled in the second line. Dividing the second line by the first gives

tan[t_s/(2λ)] tan(t_o/λ) = ε_o/ε.  (4)

When λ exceeds both t_s/π and 2t_o/π, both tangents are positive and decrease as λ increases. Their product falls from infinity to zero, so there is one root in this range. It is the largest root and belongs to the slowest-decaying symmetric mode, which dominates far from the source. Keeping this mode alone at a fixed y, such as the midplane, gives

ψ″ = (ψ − V)/λ²  for x > 0.  (5)

A thinner body or oxide lowers its tangent at a given λ, so λ must shrink to restore the product. If ε_o ≪ ε, a and b can both be small, and each tangent may then be replaced by its argument. Equation (4) becomes λ² ≈ εt_s t_o/(2ε_o). For silicon and its oxide this is only a rough guide: in the example below it gives 2.74 nm instead of 3.15 nm.

Near x = 0 faster-decaying modes are also present. Using (5) right up to the junction is therefore an approximation, whose size is examined below.

**The two potential profiles**

In the depleted source the charge density is −qN. Poisson's equation is ψ″ = −(charge density)/ε, so

ψ″ = K,  K = qN/ε,  for −w < x < 0.  (6)

To the left of −w the source is neutral and ψ = 0. Since there is no sheet charge at the depletion edge, both ψ and ψ′ are continuous there:

ψ(−w) = 0,  ψ′(−w) = 0.  (7)

Integrating (6) once from −w gives ψ′ = K(x + w). Integrating again gives

ψ(x) = K(x + w)²/2,  −w ≤ x ≤ 0.  (8)

At the junction this yields

ψ₀ = Kw²/2,  ψ′(0⁻) = Kw.  (9)

In the channel, the general solution of (5) is

ψ(x) = V + C exp(−x/λ) + D exp(x/λ).  (10)

A finite plateau in a long channel requires D = 0. The value at x = 0 gives C = ψ₀ − V. Hence

ψ(x) = V − (V − ψ₀) exp(−x/λ),  x ≥ 0,  (11)

ψ′(0⁺) = (V − ψ₀)/λ.  (12)

**Matching and the depletion width**

With no sheet charge at x = 0, the displacement εψ′ is continuous. The permittivity is the same on both sides, so ψ′ is continuous as well. Equations (9) and (12) give

Kw = (V − ψ₀)/λ.  (13)

Multiply by λ and insert ψ₀ from (9):

Kλw = V − Kw²/2.  (14)

Moving every term to one side and multiplying by 2/K gives

w² + 2λw − w₀² = 0,  w₀ = √(2V/K) = √(2εV/(qN)).  (15)

Adding λ² to both sides completes the square:

(w + λ)² = λ² + w₀².  (16)

The product of the two roots of (15) is −w₀² < 0, so one root is positive and the other negative. A width must be positive, hence

w = √(λ² + 2εV/(qN)) − λ.  (17)

The length w₀ is the width the source would have if it carried the whole drop V. With a finite λ, part of the drop lies in the channel. From (9) and V = Kw₀²/2, the source's share is

ψ₀/V = (w/w₀)².  (18)

The field rises linearly through the depleted source and decays exponentially in the channel. Its maximum is therefore at the junction:

F_max = Kw = qNw/ε.  (19)

**Dependence on natural length and doping**

Differentiating (17) at fixed N and V, and using √(λ² + w₀²) = w + λ, gives

dw/dλ = λ/(w + λ) − 1 = −w/(w + λ).  (20)

This is negative. A longer natural length means a gentler channel field, which needs less source charge to terminate it.

For λ ≪ w₀, the square root in (17) is w₀ + λ²/(2w₀) + …, so

w ≈ w₀ − λ + λ²/(2w₀).  (21)

As λ tends to zero, the width tends to w₀ and the source takes the whole drop. Stronger gate control cannot remove this depleted layer at fixed N and V. Indeed, (16) gives w + λ = √(λ² + w₀²), which decreases as λ is reduced but never falls below w₀.

For λ ≫ w₀, the square root is λ + w₀²/(2λ) + …, and

w ≈ w₀²/(2λ) = εV/(qNλ).  (22)

Nearly all the potential drop is then in the channel. The field is approximately V/λ, and (22) states that the depleted source charge supports this field.

The doping dependence follows from (15), in which w₀² is proportional to 1/N. At fixed λ and V,

2(w + λ)dw = −w₀² dN/N.  (23)

Since w₀² = w(w + 2λ), division by 2w(w + λ) gives

d ln w/d ln N = −(w + 2λ)/[2(w + λ)].  (24)

The exponent runs from −1/2 for λ ≪ w to −1 for λ ≫ w. The usual inverse-square-root law thus belongs to the first limit.

**A channel of finite length**

Suppose the potential is fixed at ψ_D at the drain end, x = L. The solution of (5) with values ψ₀ and ψ_D at its two ends is

ψ − V = [(ψ₀ − V) sinh((L − x)/λ) + (ψ_D − V) sinh(x/λ)]/sinh(L/λ).  (25)

Differentiate at x = 0 and equate the result to Kw:

Kw = [(V − ψ₀) cosh(L/λ) + ψ_D − V]/[λ sinh(L/λ)].  (26)

Multiply by λ tanh(L/λ) and insert ψ₀ = Kw²/2:

Kλw tanh(L/λ) = V − Kw²/2 + (ψ_D − V)/cosh(L/λ).  (27)

This has the form of (14). The width is therefore given by (17) after two replacements:

λ → λ tanh(L/λ),
V → V + (ψ_D − V)/cosh(L/λ).  (28)

The drain correction to V is approximately 2(ψ_D − V)exp(−L/λ) for L ≫ λ. This is the quantitative meaning of a long channel here. Equation (28) still neglects depletion inside the drain.

**Mobile holes and the soft depletion edge**

Holes do not vanish abruptly at −w. If p(ψ) is their equilibrium density, the source obeys

ψ″ = K[1 − p(ψ)/N].  (29)

Multiply by ψ′. The left side becomes (ψ′²/2)′, and integration from the neutral source to the junction gives

ψ′(0)²/2 = K[ψ₀ − (1/N)∫₀^ψ₀ p dψ].  (30)

Let P be the hole pressure. At fixed temperature dP = p dμ, where μ is the local chemical potential of the holes measured from their band edge. In equilibrium μ + qψ is constant, so dμ = −q dψ and dP/dψ = −qp. The integral in (30) is therefore [P(0) − P(ψ₀)]/q. If few holes survive at the junction, P(ψ₀) can be dropped, and

ψ′(0)² = 2K(ψ₀ − δ),  δ = P(0)/(qN).  (31)

For a parabolic band with effective density of states N_v,

δ = (k_BT/q) F_{3/2}(η)/F_{1/2}(η),  N = N_v F_{1/2}(η),  (32)

where F_j(η) = [1/Γ(j + 1)]∫₀^∞ u^j du/[1 + exp(u − η)], and ηk_BT is the depth of the Fermi level below the valence edge. The pressure is k_BT N_v F_{3/2}, because dF_{3/2}/dη = F_{1/2} reproduces dP/dμ = p.

Define a charge-equivalent width w_Q as the integral of 1 − p/N over the source. Integrating (29) once gives ψ′(0) = Kw_Q. Equation (31) becomes ψ₀ = δ + Kw_Q²/2, while (12) gives ψ₀ = V − Kλw_Q. Equating them yields

w_Q = √(λ² + 2(V − δ)/K) − λ.  (33)

The mobile holes thus replace V by V − δ. The condition for this step is that ψ₀ be large enough to remove the holes at the junction. A long λ makes ψ₀ small and eventually violates it.

**Worked example: a silicon double-gate tunnel transistor**

Take rough values for silicon near 300 K: N = 1.0 × 10²⁰ cm⁻³, t_s = 5.0 nm, t_o = 1.0 nm, V = 1.40 V, and relative permittivities of 11.7 for silicon and 3.9 for the oxide. The largest root of (4) is λ = 3.153 nm. The source curvature is K = 0.1547 V/nm². The lines below display rounded inputs, but the results were computed from unrounded ones, so the last digit may differ by one. Therefore

w₀ = √(2 × 1.40/0.1547) nm = 4.255 nm,

w = √(3.153² + 4.255²) nm − 3.153 nm = 2.143 nm.

This is 21.43 Å. The remaining quantities follow from (9) and (19):

ψ₀ = 0.1547 × 2.143²/2 V = 0.355 V,

F_max = 0.1547 × 2.143 V/nm = 3.31 MV/cm.

The source carries about a quarter of the total drop, and the channel carries 1.045 V. As a test that does not use the matched algebra, equations (5) and (6) were integrated numerically from the depletion edge. The width was adjusted until the potential reached V at a distance of 10λ into the channel. This also gave w = 2.143 nm.

Changing λ with N and V fixed gives:

λ = 1 nm: w = 3.371 nm, ψ₀ = 0.879 V
λ = 2 nm: w = 2.702 nm, ψ₀ = 0.564 V
λ = 4 nm: w = 1.840 nm, ψ₀ = 0.262 V
λ = 8 nm: w = 1.061 nm, ψ₀ = 0.087 V

Reducing λ from 4 to 1 nm shortens w + λ only from 5.84 to 4.37 nm, already close to its lower limit w₀. At the original λ and V, lowering N to 2 × 10¹⁹ cm⁻³ widens the layer to 6.870 nm, while raising it to 2 × 10²⁰ cm⁻³ narrows it to 1.205 nm.

With N_v = 3.0 × 10¹⁹ cm⁻³, the source Fermi level lies 0.060 eV below the valence edge, and δ = 0.0402 V. Equation (33) gives 2.094 nm, about 2% below the sharp-edge result. A numerical solution of (29), joined to (5), also gives 2.094 nm. Its junction potential is 0.379 V, higher than before although the width is smaller: the weaker junction field leaves less of the drop in the channel. At 400 K, with N_v scaled as T^{3/2} and the other inputs fixed, δ = 0.0472 V and the width is 2.085 nm. In the row for λ = 8 nm, ψ₀ is only about twice the 300 K value of δ, and the sharp-edge junction potential is poor there: with mobile holes it is 0.122 V instead of 0.087 V. The width is affected much less, 1.033 nm instead of 1.061 nm. The hole term in (30) lies between zero and δ, so w_Q always lies between (33) and (17), which differ by a fraction of order δ/V at most.

**Fringing and other limits of the model**

A two-dimensional Poisson calculation with mobile holes relaxes the assumption of one-dimensional matching. The gate edge is placed above the junction. The source is 8 nm long. A silicon-oxide spacer covers it to a height of 5 nm above the body, so it touches a 4 nm high gate sidewall. Between 6 and 10 nm into the channel, the midplane potential decays with a length of 3.157 nm, in agreement with (4).

The charge-equivalent source width is, however, 2.72 nm at the midplane and 3.57 nm when averaged over the body thickness. The second figure is about two thirds larger than the 2.143 nm of (17). The mesh uncertainty of the two-dimensional widths is about 0.01 nm. The outer boundaries matter more: no flux is allowed through the source end or the top of the spacer, and a grounded contact plane at the source end lowers the average to about 3.3 nm. When the spacer permittivity is made negligible, the two widths become 2.11 and 2.16 nm, close to the 2.09 nm of (33). For this geometry the excess therefore comes from field lines that pass from the gate through the spacer into the source. A taller gate sidewall, with the spacer raised to match, increases it: an 8 nm sidewall gives an average of about 3.8 nm. The neglected faster modes alone change the width by only a few per cent.

The other effects have these sizes:

Finite channel. For L = 20 nm and ψ_D = 1.680 V, the width is 2.144 nm. The change is negligible because L is more than six natural lengths.

Channel electrons. If they are in equilibrium with a drain biased at 0.5 V, and the conduction-band density of states is 3.0 × 10¹⁹ cm⁻³, their density n is about 6 × 10¹⁴ cm⁻³. The corresponding potential scale qnλ²/ε is about 10⁻⁵ V. A lower drain bias would admit more electrons and could invalidate the prescribed plateau.

Discrete dopants. A device 10 nm wide has on average Nwt_s × 10 nm = 10.7 acceptors in the depleted volume. Poisson statistics give a relative spread of 1/√10.7, or 31%. Multiplying by the magnitude of (24), which is 0.798, gives a spread of about 24% in w. This is a rough estimate, since a smooth density is itself questionable with so few dopants.

Hole waves. For one isotropic, spin-degenerate band, the Fermi wavelength 2π/(3π²N)^{1/3} is 4.4 nm, about twice w. The local relation p(ψ) used in (29) is then not well justified, and a quantum calculation of the hole density would be needed to settle the profile on this scale.

**What the depleted source does to tunnelling**

Let E_g be the band gap and V_g = E_g/q. An electron at fixed energy leaves the valence band where ψ = u and enters the conduction band where ψ = u + V_g. Suppose the first point lies in the source at a distance s from the depletion edge, so that u = Ks²/2. By (8) and (11), the path length is

ℓ = w − s + λ ln[(V − ψ₀)/(V − V_g − u)].  (34)

Since du/ds = Ks, setting dℓ/ds = 0 gives

Ks = (V − V_g − u)/λ.  (35)

The fields at the two ends of the shortest path are equal. Substituting u = Ks²/2 reproduces (14) with V replaced by V − V_g, so

s = √(λ² + 2(V − V_g)/K) − λ.  (36)

The second derivative of (34) is positive, because u and Ks both increase with s; the stationary point is a minimum. For V_g = 1.12 V, equation (36) gives s = 0.53 nm and u = 0.022 V. The path runs from −1.61 to 4.41 nm, a length of 6.02 nm. If the source did not deplete, the channel potential would start from zero at x = 0, and the shortest path would be λ ln[V/(V − V_g)] = 5.07 nm. At this λ and V, source depletion thus lengthens the path by about 1 nm in the sharp-edge model. This is only an estimate: u is smaller than δ, so many holes remain where the path starts, and the sharp-edge profile is inaccurate there. With the mobile-hole profile of (29) the shortest path is about 6.4 nm, and along the midplane of the two-dimensional solution with the oxide spacer it is about 6.8 nm. The bulk gap is also used throughout, although heavy doping narrows the gap in the source and confinement widens it in a thin body; a gap smaller by 0.1 eV everywhere would shorten the sharp-edge path to about 5.0 nm.

For an estimate of the transmission, take a symmetric two-band dispersion with reduced mass m_r. With energy E measured from midgap,

E² = (E_g/2)² + E_għ²k²/(4m_r).  (37)

Inside the gap k = iκ. Writing E = h − E_g/2, where h is the height above the local valence edge, gives

κ = (2/ħ)√[m_r h(E_g − h)/E_g].  (38)

The transmission exp(−2∫κ dx) along the shortest path is about 3 × 10⁻⁶ for m_r = 0.15 electron masses. The exponent is proportional to √m_r, so this value is very sensitive to the rough mass used, and it is not a prediction of the current. Silicon has an indirect gap, so its tunnelling involves phonons, which (37) omits. Moreover, in the sharp-edge model the shortest path starts about 0.02 eV below the source valence edge, above the Fermi level, where electron occupation is reduced.

**Comparison with real devices**

The body and oxide are thin but in the range of scaled silicon devices, and the source doping is high, as tunnel transistors require. The peak field of 3.3 MV/cm in the one-dimensional model exceeds the rough bulk breakdown field of silicon, a few tenths of a MV/cm. It extends over only a few nanometres, however, so the bulk criterion for avalanche multiplication does not apply directly. In such a junction, band-to-band tunnelling is the intended process. The gate oxide is stressed too: near the source edge, the slowest mode puts about 0.7 V across its 1 nm, a field of about 7 MV/cm. Whether the oxide would withstand this for long has not been assessed.

Real devices break the assumption of an ungated source whenever field lines from the gate sidewall reach the source, through a dielectric spacer or, more weakly, through an empty gap. With the oxide spacer computed here, this moves the width from about 2.1 nm to 2.7 nm at the midplane and 3.6 nm on average. An empty gap of the same shape still gives about 2.3 nm and 2.6 nm. A real doping profile may also be graded over a distance comparable with w; that effect has not been calculated. Equation (17) is therefore a guide to the average depletion width when the junction is abrupt on the scale of w, fringing is weak, δ is small beside V, and the channel is long and nearly free of mobile charge. In a device as small as this one, random dopants spread the width about that average. The numerical output lists the values used in this example.

Numbers as computed

```
Source doping N = 1.00e+20 cm^-3
Potential difference V = 1.40 V
Relative permittivities: Si 11.7, oxide 3.9
Body thickness = 5.0 nm; oxide thickness = 1.0 nm
Natural length lambda = 3.153 nm
Source curvature K = 0.1547 V/nm^2
Zero-lambda width w0 = 4.255 nm
Ratio lambda/w0 = 0.741
Source depletion width w = 2.143 nm = 21.43 angstrom
Width from shooting = 2.143 nm
Interface potential psi0 = 0.355 V
Channel share of potential drop = 1.045 V
Peak field = 3.31 MV/cm
dln(w)/dln(N): formula -0.798, shooting -0.798
lambda 1 nm: w 3.371 nm, psi0 0.879 V
lambda 2 nm: w 2.702 nm, psi0 0.564 V
lambda 4 nm: w 1.840 nm, psi0 0.262 V
lambda 8 nm: w 1.061 nm, psi0 0.087 V
N 2e+19 cm^-3: w 6.870 nm
N 5e+19 cm^-3: w 3.641 nm
N 2e+20 cm^-3: w 1.205 nm
Temperature = 300 K; valence density Nv = 3.0e+19 cm^-3
Source Fermi level below valence edge = 0.060 eV
Hole-pressure shift delta at 300 K = 0.0402 V
Width with V-delta = 2.094 nm
1D Fermi-Dirac charge width = 2.094 nm
1D Fermi-Dirac interface potential = 0.379 V
Hole-pressure shift at 400 K = 0.0472 V
Pressure-corrected width at 400 K = 2.085 nm
2D decay length = 3.157 nm
2D midplane width, oxide spacer = 2.722 nm
2D midplane width, coarser grid = 2.731 nm
2D mean width, oxide spacer = 3.572 nm
2D midplane interface potential = 0.427 V
2D midplane width, fringing removed = 2.106 nm
2D mean width, fringing removed = 2.161 nm
Channel length = 20 nm; drain bias = 0.5 V
Drain potential from source = 1.680 V
Width with finite channel = 2.144 nm
Conduction density Nc = 3.0e+19 cm^-3
Channel electron density = 5.87e+14 cm^-3
Potential scale of channel electrons = 9.02e-06 V
Device width = 10 nm; depleted dopants = 10.7
Estimated random width spread = 24.4 percent
Single-band hole Fermi wavelength = 4.38 nm
Band gap = 1.12 eV; reduced mass = 0.15 m_e
Shortest tunnel path = 6.02 nm
Shortest path with undepleted source = 5.07 nm
Direct two-band WKB transmission = 3.18e-06
```
